# Pseudospin winding and Berry phase of cubic heavy-hole Rashba coupling

**Q:** The heavy-hole Rashba term is written with cubes of the wave vector. Before you count turns of anything, what is turning?

**A:** A two-component spinor. At zero in-plane wave vector, the lowest heavy-hole subband of a quantum well has two degenerate states, with angular momentum $J_z=+3/2$ and $-3/2$ in units of $\hbar$ along the growth axis $z$. I call them pseudospin up and down and keep them fixed for every direction of $\mathbf k$. With $k_\pm=k_x\pm ik_y=ke^{\pm i\theta}$, hole energy counted positive, and $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$, the model is

$$H=Ak^2+i\alpha\left(k_-^3\sigma_+-k_+^3\sigma_-\right).$$

The vector $\langle\boldsymbol\sigma\rangle$ of an eigenstate is the pseudospin. I follow it once counterclockwise around a circle of constant energy.

**Q:** You have put the cubes in by hand. Why not a linear term, as for electrons?

**A:** The two states differ by three units of angular momentum. The Luttinger Hamiltonian for the four states $J=3/2$ shows how they are connected. With $c=\hbar^2/2m_0$ and $\{a,b\}=(ab+ba)/2$,

$$H_L=c\Big[(\gamma_1+\tfrac52\gamma_2)k_{3D}^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}\{k_i,k_j\}\{J_i,J_j\}\Big].$$

Here $k_{3D}^2=k_x^2+k_y^2+k_z^2$. Take first the element between $3/2$ and $1/2$. There $J_x$ has the element $\sqrt3/2$ and $J_y$ has $-i\sqrt3/2$. Symmetrizing with $J_z$ multiplies each by $(3/2+1/2)/2=1$, so

$$\langle\tfrac32|H_L|\tfrac12\rangle=-4c\gamma_3k_z\tfrac{\sqrt3}{2}(k_x-ik_y)=-2\sqrt3\,c\gamma_3k_-k_z.$$

Between $-1/2$ and $-3/2$ the factor from $J_z$ is $-1$, which reverses the sign.

Next take the element between $3/2$ and $-1/2$, where $J_+^2$ gives $2\sqrt3$. Since $J_x^2$ contains $J_+^2/4$, $J_y^2$ contains $-J_+^2/4$ and $\{J_x,J_y\}$ contains $J_+^2/4i$, their elements are $\sqrt3/2$, $-\sqrt3/2$ and $-i\sqrt3/2$. Therefore

$$\langle\tfrac32|H_L|-\tfrac12\rangle=-\sqrt3\,c\left[\gamma_2(k_x^2-k_y^2)-2i\gamma_3k_xk_y\right]=-\sqrt3\,cQ.$$

Using $k_x^2-k_y^2=(k_-^2+k_+^2)/2$ and $-2ik_xk_y=(k_-^2-k_+^2)/2$,

$$Q=\bar\gamma k_-^2-\mu k_+^2,\qquad \bar\gamma=\frac{\gamma_2+\gamma_3}{2},\quad \mu=\frac{\gamma_3-\gamma_2}{2}.$$

The element between $1/2$ and $-3/2$ is the same. There is no direct element between $3/2$ and $-3/2$, nor between $1/2$ and $-1/2$. A passage from $3/2$ to $-3/2$ thus needs at least one element linear in $k$ and one quadratic in $k$. In this model the lowest power is three.

**Q:** There are two such passages, through $1/2$ and through $-1/2$, and one element changed sign. Do they not cancel?

**A:** A second sign change prevents it. Let $h(z)$ be the real heavy-hole envelope with energy $E_h$, and $l_n(z)$ the real light-hole envelopes with energies $E_n$, all at $k=0$. Define $O_n=\langle h|l_n\rangle$ and $D_n=\langle h|\partial_zl_n\rangle$. Since $k_z=-i\partial_z$, we have $\langle h|k_z|l_n\rangle=-iD_n$. Integration by parts, with envelopes that vanish at the walls, gives $\langle l_n|k_z|h\rangle=+iD_n$. The numerators of the two paths are

$$(-2\sqrt3c\gamma_3k_-)(-iD_n)(-\sqrt3cQ)O_n=-6ic^2\gamma_3k_-Q\,O_nD_n,$$

$$(-\sqrt3cQ)O_n(2\sqrt3c\gamma_3k_-)(iD_n)=-6ic^2\gamma_3k_-Q\,O_nD_n.$$

They add. Dividing by $E_h-E_n$ and summing gives the upper off-diagonal element

$$M=i\alpha\left(k_-^3-r\,k_-k_+^2\right),$$

$$\alpha=12c^2\gamma_3\bar\gamma\sum_n\frac{O_nD_n}{E_n-E_h},\qquad r=\frac{\mu}{\bar\gamma}=\frac{\gamma_3-\gamma_2}{\gamma_3+\gamma_2}.$$

In a mirror-symmetric well $O_n$ requires equal parity of $h$ and $l_n$, while $D_n$ requires opposite parity. Every product $O_nD_n$ then vanishes, so $\alpha$ needs an asymmetric well, for instance one in an electric field. The starting model is the case $r=0$, in which the energy contours are circles.

**Q:** Take $r=0$, then. How many turns?

**A:** Write the coupling as $\mathbf d\cdot\boldsymbol\sigma$. Its upper off-diagonal element is $d_x-id_y$, so

$$d_x-id_y=i\alpha k^3e^{-3i\theta}=\alpha k^3(\sin3\theta+i\cos3\theta),$$

$$\mathbf d=\alpha k^3(\sin3\theta,\,-\cos3\theta,\,0).$$

Equivalently $d_x+id_y=\alpha k^3e^{i\varphi}$ with $\varphi=3\theta-\pi/2$. The energies are $E_\pm=Ak^2\pm|\alpha|k^3$. For $\alpha>0$ the upper branch has its pseudospin along $\mathbf d$ and the lower branch against it. As $\theta$ grows by $2\pi$, both azimuths grow by $6\pi$: three counterclockwise turns on each branch. Changing the sign of $\alpha$ shifts the azimuths by $\pi$ and leaves the count alone.

**Q:** I could redefine the down state by a phase $e^{ip\theta}$, with integer $p$, and obtain another count.

**A:** You could. The lower spinor component would be multiplied by $e^{-ip\theta}$ and the winding would become $3-p$. Exchanging the names up and down would give $-3$. The number three refers to band-edge states that do not depend on $\theta$, in the order $+3/2,-3/2$. The Berry phase of the physical state is unaffected, provided the derivative of a rotating basis is included. In the fixed basis there is no such derivative.

**Q:** Then derive that phase. Three turns of a spin one-half should give $3\pi$, but I have also seen $\pi$ stated.

**A:** Take $\alpha>0$ and the single-valued spinors

$$u_\pm=\frac1{\sqrt2}\begin{pmatrix}1\\ \pm e^{i\varphi}\end{pmatrix},\qquad \gamma=i\oint\langle u|\partial_\theta u\rangle\,d\theta.$$

Only the lower component depends on $\theta$. Its derivative brings down $i\varphi'$ and its weight is $1/2$, so

$$i\langle u_\pm|\partial_\theta u_\pm\rangle=i\cdot\frac{i\varphi'}2=-\frac32,\qquad \gamma=-3\pi.$$

Another single-valued choice is $e^{i\chi}u$, where $\chi$ grows by $2\pi p$ around the loop. It changes $\gamma$ by $-2\pi p$. The loop phase is therefore defined modulo $2\pi$, and

$$\gamma\equiv3\pi\equiv\pi\pmod{2\pi}.$$

Both statements name the same phase factor, $e^{i\gamma}=-1$.

**Q:** So the phase does not know about the three at all?

**A:** It knows that three is odd. For an in-plane pseudospin with winding $N$, the same calculation gives $-N\pi$. A numerical product of eigenvector overlaps around the circle gives $\pi$ for linear coupling with one turn, $0$ for quadratic coupling with two turns, and $\pi$ for the cubic case. A measurement of this phase factor alone cannot separate cubic from linear coupling.

**Q:** Is there any sense in which $3\pi$ itself is meaningful?

**A:** Yes, once the degeneracy at $k=0$ is lifted. Add $\Delta\sigma_z$, with $\Delta>0$ treated as a parameter; the orbital effects of a magnetic field are not included. Define

$$\cos\beta=\frac{\Delta}{\sqrt{\Delta^2+\alpha^2k^6}}.$$

The upper state is $(\cos\frac\beta2,\,e^{i\varphi}\sin\frac\beta2)$. At $k=0$ we have $\beta=0$, so the factor $e^{i\varphi}$ multiplies zero and this spinor is regular throughout the disc. Stokes' theorem then equates the Berry flux through the disc to the loop integral with no freedom of $2\pi$:

$$\Phi_+=-\int_0^{2\pi}\varphi'\sin^2\frac\beta2\,d\theta=-6\pi\,\frac{1-\cos\beta}{2}=-3\pi(1-\cos\beta).$$

The lower state, regular in the form $(-e^{-i\varphi}\sin\frac\beta2,\cos\frac\beta2)$, has the opposite phase derivative and gives $\Phi_-=+3\pi(1-\cos\beta)$.

Take $\Delta=0.05\,\alpha k_F^3$ on a circle of radius $k_F$. Then $\cos\beta=0.0499$ and $\Phi_+=-3\pi(1-0.0499)=-2.850\pi$. Summing the flux over small plaquettes of numerical eigenvectors gives the same $-2.850\pi$. For linear coupling the factor three would be one, so the flux does distinguish the two.

**Q:** And if $\Delta$ approaches zero from below?

**A:** For $\Delta<0$ the upper state at the origin is pseudospin down. The regular form is now $(e^{-i\varphi}\cos\frac\beta2,\sin\frac\beta2)$, whose flux is

$$\Phi_+=6\pi\cos^2\frac\beta2=3\pi(1+\cos\beta)=3\pi(1-|\cos\beta|).$$

The two limits are $-3\pi$ and $+3\pi$. They differ by $6\pi$, a multiple of $2\pi$, so the loop phase at $\Delta=0$ is unambiguous even though the flux is not. For small $|\Delta|$ the flux sits near $k\sim(|\Delta/\alpha|)^{1/3}$, where the gap and the coupling are comparable.

**Q:** Real valence bands are not axially symmetric. What does the term with $r$ do?

**A:** It deforms the contours and the texture. Taking the complex conjugate of $M$,

$$d_x+id_y=-i\alpha k^3e^{3i\theta}\left(1-re^{-4i\theta}\right).$$

For $|r|<1$ the bracket moves on a circle around $1$ that does not enclose zero. It adds no net turn, and the winding remains three. For $|r|>1$ it encloses zero and contributes $-4$, leaving a winding of $-1$. At $|r|=1$ the splitting closes in four directions and the winding is undefined. If $\gamma_2$ and $\gamma_3$ are both positive, the formula for $r$ gives $|r|<1$, so the cubic terms of this model keep three turns. The phase is $\pi$ on either side of the threshold because both windings are odd.

**Q:** Suppose a linear term is present after all, say $i\beta_1k_-$ added to $M$.

**A:** The same factoring, at $r=0$, gives

$$d_x+id_y=-i\alpha k^3e^{3i\theta}\left(1+\frac{\beta_1}{\alpha k^2}e^{-2i\theta}\right).$$

The winding is three for $|\beta_1|<|\alpha|k^2$ and $3-2=1$ for $|\beta_1|>|\alpha|k^2$. The linear term wins at small $k$, so a larger Fermi circle favours the threefold texture as long as the cubic expansion holds. Tests with relative strengths $0.5$ and $1.5$ gave windings $3$ and $1$ here, and $3$ and $-1$ for the warping term.

**Q:** You have eliminated the light holes. At finite $k$ the state contains them. Does the phase drift away from $\pi$?

**A:** Consider first the axial four-component problem, $\mu=0$. Rotating $\mathbf k$ by $\theta$ rotates the state by $e^{-i\theta J_z}$. Half-integer $J_z$ makes this change sign after a full turn, so I use the single-valued state $u(\theta)=e^{i(3/2-J_z)\theta}u(0)$. Then

$$i\langle u|\partial_\theta u\rangle=-\left(\tfrac32-\langle J_z\rangle\right),\qquad\gamma=-2\pi\left(\tfrac32-\langle J_z\rangle\right).$$

Now combine time reversal with a rotation by $\pi$ about $z$, and call the product $\Theta$. Each factor reverses the in-plane $\mathbf k$, so $\Theta$ restores it. The rotation keeps $J_z$ and time reversal flips it. A nondegenerate state must be mapped to itself, hence $\langle J_z\rangle=0$ and $\gamma=-3\pi$, whatever the light-hole weight.

**Q:** That used axial symmetry. With warping?

**A:** $\Theta$ remains a symmetry of the Luttinger well in a field along $z$. Its two factors commute and each squares to $-1$, so $\Theta^2=+1$, and the phase of $u$ can be chosen locally so that $\Theta u=u$. Because $\Theta$ is antiunitary and independent of $\theta$, $\langle u|\partial_\theta u\rangle$ equals its own complex conjugate and is real. Normalization makes it imaginary, so it is zero. What can remain is a sign when the loop closes, which gives $\gamma=0$ or $\pi$. Such a phase cannot drift; it can jump if the branch touches another on the contour. Diagonalizing the warped well on a circle of radius $k_F$, at the parameters below, gives $\pi$ and three turns for both branches.

**Q:** Would a probe of the hole's actual angular momentum see the three turns?

**A:** Not in this model. $J_x$ and $J_y$ change $J_z$ by one unit, so they have no elements within the pair $\pm3/2$. An in-plane $\langle\mathbf J\rangle$ arises from the light-hole admixture. In the axial model it rotates as an ordinary vector with $\mathbf k$, and therefore turns once. Diagonalizing the warped well at $k_F$ also gives one turn on each branch. In the axial example its length is $0.11\hbar$ on the lower branch and $0.05\hbar$ on the upper, small beside $3\hbar/2$; warping makes it vary somewhat with direction. Pseudospin and angular momentum are different vectors here.

**Q:** What does transport notice, then?

**A:** The overlap of states on the same branch. For a scattering angle $\delta$, the spinors give

$$|\langle u(\theta)|u(\theta+\delta)\rangle|^2=\frac{|1+e^{3i\delta}|^2}{4}=\cos^2\frac{3\delta}{2}.$$

To lowest order in a smooth, pseudospin-independent potential, this factor multiplies the scattering rate. It vanishes at $60^\circ$, $180^\circ$ and $300^\circ$, and is one at $120^\circ$. A single turn would give $\cos^2(\delta/2)$, with a zero at $180^\circ$ alone. Moderate warping and a small light-hole admixture shift the zeros near $60^\circ$ and $300^\circ$ but do not fill them: with states chosen so that $\Theta u=u$, the overlap is real and passes through zero where it changes sign. The zero at $180^\circ$ is protected by time reversal: the state at $-\mathbf k$ is the time-reversed partner of that at $\mathbf k$, and the two are orthogonal. Scattering between branches is not covered by this factor.

**Q:** Put numbers in. Is the splitting large enough to matter?

**A:** Take a hard-wall well 15 nm wide in a uniform field of 0.02 MV/cm, with $\gamma_1,\gamma_2,\gamma_3=13.4,\,4.2,\,5.7$ and light holes raised 50 meV by strain. The material parameters are rough values for strained germanium. The hard walls are an idealization that strongly affects $\alpha$, as the last answer explains. The sum over light-hole levels is $2.10\times10^{-4}$ meV$^{-1}$nm$^{-1}$. With $c=38.1$ meV nm² and $\bar\gamma=4.95$,

$$\alpha=12(38.1)^2(5.7)(4.95)(2.10\times10^{-4})\approx103\ \mathrm{meV\,nm^3},$$

or $0.103$ eV nm³. The warping ratio is $r=1.5/9.9=0.152$. Since the splitting is $2|M|$, its value divided by $2k^3$ should be $\alpha(1-r)=87.5$ meV nm³ along [100] and $\alpha(1+r)=118.7$ meV nm³ along [110]. Diagonalizing the four-component well at $k=0.003$ nm$^{-1}$ reproduces both to the digits given.

For a density $n=2\times10^{11}$ cm$^{-2}$, two nearly equal circles hold $n=k_F^2/2\pi$, so $k_F=0.112$ nm$^{-1}$. The axial cubic splitting is

$$2\alpha k_F^3=2(103)(0.1121)^3\approx0.29\ \mathrm{meV}.$$

With the small-$k$ mass the Fermi energy is 7.1 meV; the diagonalized well gives 6.8 meV. The next heavy-hole subband lies 26.5 meV above the first. Equal energy on the two circles requires $A(k_l^2-k_u^2)=\alpha(k_l^3+k_u^3)$, where $l$ and $u$ mean lower and upper branch. To first order this gives $k_l-k_u=\alpha k_F^2/A$. The small-$k$ energies of the diagonalized well, which include the light-hole correction to the in-plane mass, give $A=563$ meV nm². The difference is then $0.0023$ nm$^{-1}$, or 2% of $k_F$. The full dispersion of the diagonalized well raises it to about $0.0028$ nm$^{-1}$.

**Q:** The formula for $\alpha$ was taken at $k=0$. Is the Fermi circle small enough for it?

**A:** Moderately. The axial four-component well has a splitting of 0.32 meV at $k_F$, 12% above the cubic value. With warping it is 0.28 meV along [100] and 0.37 meV along [110]. The light-hole weight is about 1%. The texture is bent as the bracket with $r$ predicts: at $\theta=30^\circ$ the upper pseudospin points to $7^\circ$ instead of $0^\circ$, and it still completes three turns.

**Q:** How does this stand beside a real channel?

**A:** In the hard-wall example the splitting exceeds $k_BT=0.09$ meV at 1 K and $\hbar/\tau=0.03$ meV for a mobility of $5\times10^5$ cm²/Vs. That mobility belongs to a clean cryogenic channel, and $\tau$ is the transport time; the quantum lifetime can be shorter. At room temperature $k_BT$ is about 26 meV and the splitting is thermally unresolved. The value of $\alpha$ depends strongly on the hard walls. The lowest light-hole level lies 101 meV above the well edge, about as high as the top of a rough 100 meV barrier, so the light holes in the sum are weakly confined. With such a barrier in place of the hard walls, the same model gives $|\alpha|$ of only about 25 to 30 meV nm³, with a sign that depends on whether the strain continues into the barrier. The splitting at this density then falls to between about 0.05 and 0.12 meV, depending on that choice and on the direction of $\mathbf k$, which is comparable with $k_BT$ at 1 K. The value 103 meV nm³ therefore belongs to the hard-wall example and does not predict a real channel. The count of three in the cubic model depends on neither the size nor the sign of $\alpha$. The uniform field is a second idealization: the hole charge changes the field by about 0.023 MV/cm across the layer, as much as the applied value. In the hard-wall well a self-consistent potential gives $\alpha\approx98$ meV nm³ if 0.02 MV/cm is the mean of the fields on the two sides, and about 45 or 144 meV nm³ if it is the field on the high-field or the low-field side. The heavy-hole envelope penetrates about 1.6 nm into the barrier, and for a pure heavy hole, at $k=0$, the tunnelling exponent of 33, computed with the hard-wall level, gives an escape time of tens of seconds; the lower level in a well with finite barriers makes it longer. At $k_F$ the small light-hole part can tunnel more easily: rough estimates with an unstrained barrier lie between about 0.01 and 0.1 ms, still far longer than $\tau$. The field is about a fifth of a rough breakdown field. The neglected split-off band, with a strain-to-split-off ratio of 0.17, changes $\alpha$ in the hard-wall well by about 1% if the strain is held fixed and by about 8% if the light-hole shift of 50 meV is held fixed. With the finite barrier the change can reach about a quarter in the average over directions, and about a third in the small-$k$ splitting along [100]. Interfaces of low symmetry, and the missing inversion centre of III-V crystals, can add linear terms. With the hard-wall $\alpha$ and the present density, and with warping left out ($r=0$), a term of the form considered above changes the winding when $|\beta_1|$ exceeds $\alpha k_F^2=1.3$ meV nm. The remaining values are in the numerical output.

## Numbers as computed

```
Luttinger parameters (rough): 13.4, 4.2, 5.7
well width: 15.0 nm; field: 0.020 MV/cm
hole density: 2.0e+11 cm^-2
strain splitting input: 50.0 meV
hbar^2/2m0: 38.100 meV nm^2
mean Fermi wave number: 0.1121 nm^-1
HH1 energy above well edge: 22.22 meV
LH1 - HH1 separation: 78.95 meV
path sum: 2.0975e-04 meV^-1 nm^-1
alpha, perturbation: 103.09 meV nm^3 = 0.1031 eV nm^3
warping ratio r: 0.1515
split/(2k^3) on [100], diagonalized: 87.48 meV nm^3
alpha(1-r): 87.47 meV nm^3
split/(2k^3) on [110], diagonalized: 118.72 meV nm^3
alpha(1+r): 118.71 meV nm^3
A: 563.2 meV nm^2; in-plane mass: 0.0676 m0
Fermi energy above HH1: 7.073 meV
splitting 2 alpha kF^3: 0.2904 meV
Fermi radius, upper branch: 0.11094 nm^-1
Fermi radius, lower branch: 0.11324 nm^-1
first-order radius difference: 0.00230 nm^-1
two-band winding, lower/upper: 3.000, 3.000 turns
two-band |Berry phase|, lower/upper: 1.0000, 1.0000 pi rad
full-well winding, lower/upper: 3.000, 3.000 turns
full-well |Berry phase|, lower/upper: 1.0000, 1.0000 pi rad
theta 0 deg: upper pseudospin -90.0 deg (cubic), -90.0 deg (full well)
theta 30 deg: upper pseudospin -0.0 deg (cubic), 7.0 deg (full well)
theta 60 deg: upper pseudospin 90.0 deg (cubic), 83.0 deg (full well)
theta 90 deg: upper pseudospin 180.0 deg (cubic), 180.0 deg (full well)
theta 120 deg: upper pseudospin -90.0 deg (cubic), -83.0 deg (full well)
linear coupling: 1.0 turns, 1.000 pi rad
quadratic coupling: 2.0 turns, 0.000 pi rad
gap ratio Delta/(alpha kF^3): 0.050; cos beta: 0.04994
Berry flux, upper branch, Delta>0: -2.8502 pi rad
Berry flux, lower branch, Delta>0: 2.8502 pi rad
Berry flux, upper branch, Delta<0: 2.8502 pi rad
flux formula, upper, Delta>0: -2.8502 pi rad
overlap at 60, 120, 180 deg: 0.000, 1.000, 0.000
full splitting at kF, [100]: 0.2763 meV
full splitting at kF, [110]: 0.3720 meV
axial splitting at kF: 0.3244 meV
light-hole weight at kF: 1.13 percent
axial in-plane |<J>|/hbar, lower/upper: 0.1128, 0.0524
axial <J> winding, lower/upper: 1.00, 1.00 turns
linear coefficient that changes winding: 1.295 meV nm
HH2 - HH1 separation: 26.53 meV
thermal energy at 1.0 K: 0.0862 meV
hbar/tau at 5.0e+05 cm^2/Vs (rough): 0.0342 meV
field step from hole charge, eps_r 16: 0.0226 MV/cm
penetration length, 100 meV barrier (rough): 1.56 nm
tunnelling exponent: 33.1
field/breakdown field (0.1 MV/cm, rough): 0.20
strain/split-off energy (290 meV, rough): 0.172
```
